# Counting the photons in a 30 mJ/cm² extreme-ultraviolet exposure

An organic resist film 40 nm thick, which absorbs 18 % of the light falling on it, is exposed uniformly to 30 mJ/cm² of light with photon energy 92 eV. Divide its surface into squares of one nanometre by one nanometre. About one square in forty, 2.5 %, has no photon absorbed anywhere in the film beneath it. The exposure is uniform, yet the absorption at this scale is not.

## The estimate on the back of an envelope

A square centimetre contains $(10^7)^2=10^{14}$ square nanometres, so 30 mJ/cm² puts $0.030/10^{14}=3\times10^{-16}$ J on each of them. One electronvolt is about $1.6\times10^{-19}$ J, and the energy is therefore about 1900 eV. Photons of 92 eV share it, which makes about twenty photons per square nanometre.

A count of twenty that arises from independent arrivals scatters by about $\sqrt{20}\approx4.5$, or 22 % of itself. If the film absorbs a fifth of the light, four photons remain, with a scatter of about 50 %. A mean of four also leaves a few squares in a hundred empty. The following derivation replaces these rough figures and shows what each depends on.

## The mean incident count

Let $D$ be the energy arriving per unit area of wafer, $E$ the energy of one photon, and $n$ the mean number of incident photons per unit area. The photons on an area $A$ carry the energy $nAE$, which must equal $DA$. Dividing by $AE$ gives

$$n=\frac{D}{E}.$$

Engineering units suit this problem better than atomic units. The dose is $D=1872.5$ eV/nm², and

$$n=\frac{1872.5\ \text{eV/nm}^2}{92\ \text{eV}}=20.35\ \text{nm}^{-2}.$$

As a check by direct counting, photon energies were added one at a time until the energy falling on 100 nm² was used up. This took 2035 photons.

The result counts incident photons, before any absorption, in a fully lit area. It is a mean and need not be a whole number. The angle of incidence does not enter, because $D$ is defined per area of wafer.

Real light has a band of photon energies. Suppose that the energy is spread evenly between $E(1-w)$ and $E(1+w)$. A share $dx/(2w)$ of the dose then has photon energy $E(1+x)$, so that

$$n=\frac{D}{E}\,\frac{1}{2w}\int_{-w}^{w}\frac{dx}{1+x}
\approx\frac{D}{E}\,\frac{1}{2w}\int_{-w}^{w}(1-x+x^2)\,dx
=\frac{D}{E}\left(1+\frac{w^2}{3}\right).$$

The term linear in $x$ integrates to zero, and the next correction is of order $w^4$. For $w=1\,\%$ the count rises by 0.0033 %, which is negligible here.

## Why the count scatters

Let $M$ photons fall independently and uniformly on a large area $S$, with $M=nS$. Each lands in a chosen part $A$ with probability $p=A/S$. The number $k$ found there has the binomial distribution, with mean $Mp=nA\equiv N$ and variance $Mp(1-p)=N(1-A/S)$. When $S$ is much larger than $A$ the variance becomes $N$, and the relative noise, meaning standard deviation divided by mean, is

$$\varepsilon=\frac{\sqrt N}{N}=\frac{1}{\sqrt N}.$$

The probability of finding no photon is $(1-p)^M=(1-N/M)^M$, which tends to $e^{-N}$ for large $M$. In this limit the counts follow the Poisson distribution.

For one square nanometre $N=20.35$ and $\varepsilon=22.2\,\%$. In a simulation, photons were placed at random on 200 × 200 such cells. The ratio of variance to mean came out as 0.983, where the formula gives 1. The expected statistical error of this ratio is about $\sqrt{2/40000}=0.7\,\%$, so the deviation of 1.7 % is 2.4 standard errors. That is larger than usual but possible for a random sample, and it lies within the 3 % allowed in the test.

The assumption of independent arrivals also needs examination, since light from a hot plasma fluctuates in intensity. Suppose that the light energy received, measured as an expected photon number $W$, varies from one exposure to the next. For given $W$ the count has variance $W$. Averaging over $W$ and adding the variance of $W$ itself gives a total variance $\langle W\rangle+\operatorname{var}W$. Thermal light in $K$ independent modes makes $W$ a sum of $K$ exponentially distributed parts. Each has mean $N/K$ and variance $(N/K)^2$, so

$$\operatorname{var}k=N+K\left(\frac{N}{K}\right)^2=N+\frac{N^2}{K}.$$

The number of modes in time is roughly the total duration of the light divided by its coherence time, $h/\Delta E$. A full bandwidth of 2 % gives 2.25 fs. Fifty pulses of 50 ns, an illustrative timing, last 2.5 µs together and contain about $1.1\times10^9$ modes. Even for the 6394 photons that enter the hole considered below, the excess variance relative to $N$ is $N/K=5.7\times10^{-6}$. This estimate assumes a single spatial mode and a single polarization; further modes would reduce the excess. It does not include variations of the pulse energy, which change the dose together at all points lit by the same pulses.

## From incident to absorbed photons

A photon must be absorbed to have a chemical effect. Only absorption in the film is counted here, although electrons released in the layer beneath can also enter the resist. Let $\alpha$ be the absorption coefficient, so that a slice of thickness $dz$ absorbs a fraction $\alpha\,dz$ of the photons reaching it. The number per area still present at depth $z$ obeys

$$\frac{dn(z)}{dz}=-\alpha\,n(z),\qquad n(z)=n\,e^{-\alpha z}.$$

A film of thickness $t$ therefore absorbs the fraction

$$\eta=1-e^{-\alpha t}.$$

With $\alpha=5$ µm⁻¹ and $t=40$ nm, $\alpha t=0.2$ and $\eta=0.1813$. The absorbed number per area is

$$n_a=\eta n=0.1813\times20.35\ \text{nm}^{-2}=3.69\ \text{nm}^{-2}.$$

Averaged over the depth this is $3.69/40=0.092$ absorbed photons per cubic nanometre, or one in about 11 nm³.

The scatter of the absorbed count needs no new theory. Each of the $M$ photons lands in $A$ and is then absorbed with probability $\eta A/S$. The earlier argument holds with this probability in place of $A/S$, so the absorbed count is again Poisson distributed, with mean $\eta N$. For one square nanometre the noise is $1/\sqrt{3.69}=52\,\%$, and the empty fraction is $e^{-3.69}=2.5\,\%$. This is the number at the start. When the simulated photons were followed through 200 thin slices, each absorbing its share at random, 2.43 % of the cells stayed empty.

Two limits show the role of the film. For $\alpha t\ll1$, $\eta\approx\alpha t$, and a film twice as thick absorbs twice as many photons. For $\alpha t\gg1$, $\eta$ approaches 1 and the noise of the absorbed count approaches 22.2 %, the value set by the incident light. In general

$$\varepsilon^2=\frac{1}{\eta nA}=\frac{E}{\eta DA}.$$

At fixed area, photon energy and film, halving the noise requires four times the dose.

## What electrons do to the noise

A square nanometre is a convenient unit of area, but the resist does not respond separately in each one. An absorbed photon releases electrons that travel some nanometres before they cause chemical changes. Let the average effect of one absorption be spread sideways as

$$g(\mathbf r)=\frac{1}{2\pi\sigma^2}\,e^{-r^2/2\sigma^2},\qquad \int g\,d^2r=1.$$

As a model, replace the separate electrons of each absorption by this smooth average. The effect at a point is then the sum of $g$ over all absorptions. A small patch $d^2r$ contributes $g$ times its count, and that count has mean and variance $n_a\,d^2r$. Counts in separate patches are independent in the limit of large $S$, so their variances add. The mean effect is $n_a\int g\,d^2r=n_a$, and the variance is

$$n_a\int g^2\,d^2r
=\frac{n_a}{4\pi^2\sigma^4}\int_0^\infty e^{-r^2/\sigma^2}\,2\pi r\,dr
=\frac{n_a}{4\pi^2\sigma^4}\,\pi\sigma^2
=\frac{n_a}{4\pi\sigma^2}.$$

Dividing by $n_a^2$ and taking the root gives

$$\varepsilon_{\text{blur}}=\frac{1}{\sqrt{4\pi\sigma^2 n_a}}.$$

In this model the blur averages over an effective area $4\pi\sigma^2$. For an illustrative $\sigma=2$ nm this is 50.27 nm², which holds about 185 absorbed photons, and the noise of the effect summed over the whole film depth is 7.34 %. Smoothing the simulated absorption map gave 7.32 %. Electrons also travel only a few nanometres in depth, so a single point inside the film averages over fewer photons. The same Gaussian in three dimensions gives an effective volume $(4\pi\sigma^2)^{3/2}\approx356$ nm³, which holds about 33 absorbed photons, and the noise at a point in the middle of the film is then about 17 %. The same averaging also smooths the intended pattern, so a larger blur is not simply an improvement.

The smooth average leaves out one source of noise: the few electrons of an absorption act at separate random places. Suppose, as a simple case, that each absorption caused a single chemical event, shifted sideways at random. A uniformly random position stays uniformly random after such a shift, so the events would still be Poisson distributed. Their count in one square nanometre would scatter by 52 %, as without blur. If only half of the absorptions led to an event the scatter would be 74 %, while several events per absorption, spread over some nanometres, would lower it. The 7.34 % is therefore the photon noise of the averaged effect, not the full scatter of chemical events at a point.

## A hole 20 nm across

A printed feature collects photons over a larger area. A hole of diameter 20 nm covers $\pi(10\ \text{nm})^2=314.2$ nm². Under uniform light it receives 6394 photons and absorbs 1159, with a noise of $1/\sqrt{1159}=2.94\,\%$.

The image of a hole is brighter at the centre than at the edge. Take as a model the relative intensity $e^{-\kappa r^2/R^2}$, where $R$ is the hole radius and $q=e^{-\kappa}$ the value at the edge. With $u=r^2/R^2$, so that $2r\,dr=R^2\,du$, the mean over the hole is

$$\frac{1}{\pi R^2}\int_0^R e^{-\kappa r^2/R^2}\,2\pi r\,dr
=\int_0^1e^{-\kappa u}\,du
=\frac{1-e^{-\kappa}}{\kappa}
=\frac{1-q}{\ln(1/q)}.$$

For $q=0.3$ it is 0.581. With the centre held at 30 mJ/cm², the hole absorbs 674 photons and the noise rises to 3.85 %. At the edge, where the boundary of the feature is decided, 6.1 photons arrive per square nanometre instead of twenty. This model image is not that of a real lens. For a hole of this size at 13.5 nm and a numerical aperture of 0.33, a scalar thin-mask image reaches only about 0.2 to 0.5 of the fully lit intensity at the centre, and the edge is at about 0.5 to 0.6 of the centre. If 30 mJ/cm² is the dose of a fully lit area, the noise of the hole is then about 5 to 7 %.

The number of electrons released per absorbed photon is random too. Let it have mean $m$ and variance $v$, independently for each photon, and let $N_a$ be the mean number of absorbed photons. For a given number $j$ of absorptions, the electron total has mean $jm$ and variance $jv$. Averaging the variance over $j$ gives $N_av$. The scatter of the mean adds $m^2\operatorname{var}j=m^2N_a$. Hence

$$\varepsilon_e^2=\frac{N_av+m^2N_a}{(N_am)^2}=\frac{1}{N_a}\left(1+\frac{v}{m^2}\right).$$

If every photon released the same number of electrons, $v$ would vanish and the noise would remain $1/\sqrt{N_a}$, however large that number was. In this model, then, more electrons per photon do not remove the photon noise. For one to five electrons with equal probability, $m=3$ and $v=2$. The factor is $1+2/9=1.222$, and the noise becomes $\sqrt{1.222/673.9}=4.26\,\%$. A simulation of 8000 holes gave 4.21 %. The total refers to electrons from photons absorbed within the hole; their travel across its edge is not included.

## Comparison with 193 nm light

Since $n=D/E$, the count at fixed dose is inversely proportional to the photon energy. Light of wavelength 193 nm has photons of 6.424 eV, and 30 mJ/cm² of it brings 291.5 photons per square nanometre. This is $92/6.424=14.3$ times as many. The noise of the incident count in one square nanometre is 5.86 %, against 22.2 % at 92 eV, and the ratio is $\sqrt{14.3}=3.8$. In this sense twenty is a small number. The comparison holds dose and area fixed and concerns incident light; the absorbed counts depend also on the two resists.

The same proportionality makes the total count sensitive to stray light of long wavelength. If 1 % of the metered energy arrived at 193 nm, an assumed share, the 92 eV photons would fall to 20.15 per square nanometre, while 2.91 photons of low energy would be added. The total would rise by 13 %. The figure of twenty therefore refers to the 92 eV photons, not to every photon that reaches the wafer.

## The model beside a real exposure

The example lies in the regime of extreme-ultraviolet lithography, which works near 13.5 nm with doses of some tens of mJ/cm². The film thickness and $\alpha=5$ µm⁻¹ are rough typical values for organic chemically amplified resists. Metal-oxide resists absorb more strongly. With a rough 20 µm⁻¹ and the thickness held at 40 nm, the absorbed fraction would be 0.55 and the absorbed count 11.2 per square nanometre, three times that of the organic film. A thinner metal-oxide film would gain less. The incident count is the same in all these cases.

Two optical simplifications matter less. With the time factor $e^{-i\omega t}$, write the refractive index as $\nu=1-\delta+i\beta$. The intensity in the film then decays as $e^{-4\pi\beta z/\lambda}$, so $\beta=\alpha\lambda/4\pi=0.0054$. At normal incidence, continuity of the electric and magnetic fields requires $1+r=\tau$ and $1-r=\nu\tau$, where $r$ and $\tau$ are the reflected and transmitted amplitudes. Eliminating $\tau$ gives

$$r=\frac{1-\nu}{1+\nu}\approx\frac{\delta-i\beta}{2},\qquad |r|^2\approx\frac{\delta^2+\beta^2}{4}.$$

For an illustrative $\delta=0.02$ the top surface reflects 0.011 % of the light. Reflection from the layer beneath is left out. Oblique rays have a longer path, $t/\cos\theta$. For the most oblique rays at a numerical aperture of 0.33, $\sin\theta=0.33$, and the absorbed fraction rises from 0.181 to 0.191, about 5 % of its value.

For the hole in the organic film, the model image with $q=0.3$ raises the noise from 2.94 % to 3.85 %, and the assumed spread of electron yields raises it further to 4.26 %. The size of both increases depends on these illustrative inputs. The percentages describe fluctuations of photon and electron numbers, not of the hole diameter. The size error depends also on how steeply the image falls at the edge, on the random positions of the resist's molecules, on acid diffusion and on development, none of which is modelled. The numerical output lists the inputs and results.

## Computed results

```
dose: 30 mJ/cm^2
photon energy: 92 eV
wavelength: 13.48 nm
dose per area: 1872.5 eV/nm^2
incident photons: 20.35 per nm^2
photons added one by one on 100 nm^2: 2035
193 nm photon energy: 6.424 eV
193 nm photons at same dose: 291.5 per nm^2
noise of incident count in 1 nm^2: 22.2 %
same for 193 nm light: 5.86 %
simulated variance/mean, incident: 0.9831
film thickness: 40 nm
absorption coefficient: 5 per um
absorbed fraction: 0.1813
absorbed photons: 3.689 per nm^2
mean absorbed density: 0.0922 per nm^3
noise of absorbed count in 1 nm^2: 52.1 %
cells of 1 nm^2 with no absorption: 2.5 %
same, simulated: 2.43 %
metal-oxide absorption coefficient: 20 per um
metal-oxide absorbed fraction: 0.5507
metal-oxide absorbed photons: 11.21 per nm^2
blur sigma: 2 nm
effective blur area: 50.27 nm^2
noise at a point after blur: 7.34 %
same, simulated: 7.32 %
hole diameter: 20 nm
hole area: 314.2 nm^2
incident photons in uniform hole: 6394
absorbed photons in uniform hole: 1159
noise, uniform hole: 2.94 %
relative intensity at hole edge: 0.3
incident photons at hole edge: 6.11 per nm^2
mean relative intensity in hole: 0.5814
absorbed photons in hole with image: 673.9
noise, hole with image: 3.85 %
mean electron yield: 3 per absorbed photon
variance of electron yield: 2
yield factor on squared noise: 1.222
noise, image and yield: 4.26 %
same, simulated: 4.21 %
relative half-width of band: 1 %
count change from bandwidth: 0.0033 %
index decrement delta: 0.02
index absorption part beta: 0.00536
surface reflectance: 0.011 %
numerical aperture: 0.33
absorbed fraction, steepest ray: 0.1909
energy share of 193 nm light: 1 %
92 eV photons left with that share: 20.15 per nm^2
added 193 nm photons: 2.91 per nm^2
number of pulses: 50
pulse length: 50 ns
coherence time: 2.25 fs
number of time modes: 1.1e+09
bunching share of variance in hole: 5.7e-06
```
